# Orientation of the first ripples on an ion-eroded surface: a numerical check

```python
# Result under test: for a surface eroded by an oblique ion beam,
#   h_t = c h_x + nu_x h_xx + nu_y h_yy - K laplacian^2 h   (mean recession removed),
# the fastest-growing ripple wavevector lies on the axis with the smaller signed
# curvature coefficient, provided that coefficient is negative. Its wavenumber is
# sqrt(-nu_min/(2K)) and its growth rate is nu_min^2/(4K).
# x: along the projected beam; y: perpendicular to it, in the surface.
# h: height (nm); c: drift speed (nm/s); nu_x, nu_y: curvature coefficients (nm^2/s),
# positive = smoothing; K: isotropic surface-diffusion coefficient (nm^4/s).
import numpy as np
from scipy.sparse import csr_matrix, identity, kron
from scipy.sparse.linalg import expm_multiply

K = 10.0
DRIFT = 0.2
BOX = 360.0
N = 48
dx = BOX / N


def periodic_stencil(weights):
    """Periodic difference matrix from {offset: weight}."""
    dense = sum(w * np.roll(np.eye(N), s, axis=1) for s, w in weights.items())
    return csr_matrix(dense)


first = periodic_stencil({-2: 1, -1: -8, 1: 8, 2: -1}) / (12 * dx)
second = periodic_stencil({-2: -1, -1: 16, 0: -30, 1: 16, 2: -1}) / (12 * dx**2)
one = identity(N, format="csr")
Dx = kron(first, one, format="csr")
Dxx = kron(second, one, format="csr")
Dyy = kron(one, second, format="csr")


def surface_operator(nu_x, nu_y, K_x=K, K_y=K):
    """Real-space generator of the linear height equation."""
    relaxation = (Dxx + Dyy) @ (K_x * Dxx + K_y * Dyy)
    return (DRIFT * Dx + nu_x * Dxx + nu_y * Dyy - relaxation).tocsr()


def evolve(operator, start, time):
    """Fourier amplitudes of the surface after the given time."""
    end = expm_multiply(operator * time, start.ravel())
    return np.abs(np.fft.fft2(end.reshape(N, N)))


def dominant_mode(amplitude):
    """Absolute box mode numbers (x, y) of the strongest nonuniform wave."""
    a = amplitude.copy()
    a[0, 0] = 0.0
    i, j = np.unravel_index(np.argmax(a), a.shape)
    return int(min(i, N - i)), int(min(j, N - j))


def growth(qx, qy, nu_x, nu_y, K_x=K, K_y=K):
    """Real growth rate of a plane wave."""
    return (-nu_x * qx**2 - nu_y * qy**2
            - (qx**2 + qy**2) * (K_x * qx**2 + K_y * qy**2))


def axis_peak(nu, diffusion=K):
    """Best wavenumber and growth rate on an axis with nu < 0."""
    return np.sqrt(-nu / (2 * diffusion)), nu**2 / (4 * diffusion)


bump = np.zeros((N, N))
bump[0, 0] = 1.0  # excites every grid wavevector with amplitude 1

# Case A: both coefficients roughen the surface.
ax, ay, time_a = -0.30, -0.10, 2000.0
qx_a, sx_a = axis_peak(ax)
qy_a, sy_a = axis_peak(ay)
op_a = surface_operator(ax, ay)
amp_a = evolve(op_a, bump, time_a)
mode_a = dominant_mode(amp_a)
rate_a = np.log(amp_a[mode_a]) / time_a
assert mode_a[1] == 0 and mode_a[0] > 0
assert abs(2 * np.pi * mode_a[0] / BOX - qx_a) < np.pi / BOX
assert abs(rate_a / sx_a - 1) < 0.02  # finite box and grid spacing
for i in range(6):
    for j in range(6):
        measured = np.log(amp_a[i, j]) / time_a
        formula = growth(2*np.pi*i/BOX, 2*np.pi*j/BOX, ax, ay)
        assert abs(measured - formula) < 0.01 * sx_a

# The same surface without drift must have the same amplitudes.
amp_still = evolve(op_a - DRIFT * Dx, bump, time_a)
assert np.allclose(amp_still[:9, :9], amp_a[:9, :9], rtol=1e-6)

# The best mode on the losing axis is a saddle, not a maximum.
step = 1e-4
centre = growth(0, qy_a, ax, ay)
tilt = (growth(step, qy_a, ax, ay) - 2*centre
        + growth(-step, qy_a, ax, ay)) / step**2
along = (growth(0, qy_a + step, ax, ay) - 2*centre
         + growth(0, qy_a - step, ax, ay)) / step**2
assert abs(tilt - 2 * (ay - ax)) < 1e-4 and along < 0

# Case B: smoothing along the beam, roughening across it.
bx, by, time_b = 0.20, -0.10, 10000.0
q_b, s_b = axis_peak(by)
amp_b = evolve(surface_operator(bx, by), bump, time_b)
mode_b = dominant_mode(amp_b)
rate_b = np.log(amp_b[mode_b]) / time_b
assert mode_b[0] == 0 and mode_b[1] > 0
assert abs(2 * np.pi * mode_b[1] / BOX - q_b) < np.pi / BOX
assert abs(rate_b / s_b - 1) < 0.02

# Case C: both coefficients smooth, so every nonuniform wave must decay.
cx, cy, time_c = 0.20, 0.10, 2000.0
amp_c = evolve(surface_operator(cx, cy), bump, time_c)
amp_c[0, 0] = 0.0
largest_c = amp_c.max()
assert largest_c < 1

# Case D: coefficients of A, but faster diffusion along the beam.
Kx_d, Ky_d, time_d = 120.0, 10.0, 2000.0
qx_d, sx_d = axis_peak(ax, Kx_d)
qy_d, sy_d = axis_peak(ay, Ky_d)
amp_d = evolve(surface_operator(ax, ay, Kx_d, Ky_d), bump, time_d)
mode_d = dominant_mode(amp_d)
assert mode_d[0] == 0 and mode_d[1] > 0
line = np.linspace(0, 0.2, 2001)
scan_x = growth(line, 0, ax, ay, Kx_d, Ky_d).max()
scan_y = growth(0, line, ax, ay, Kx_d, Ky_d).max()
assert abs(scan_x / sx_d - 1) < 1e-3 and abs(scan_y / sy_d - 1) < 1e-3

# Directional initial texture in case A: time at which the winner catches up.
power_ratio = 100.0
t_cross = np.log(power_ratio) / (2 * (sx_a - sy_a))
nx = round(BOX * qx_a / (2 * np.pi))
ny = round(BOX * qy_a / (2 * np.pi))
pos = 2 * np.pi * np.arange(N) / N
texture = (np.cos(nx * pos)[:, None]
           + np.sqrt(power_ratio) * np.cos(ny * pos)[None, :])
amp_t = evolve(op_a, texture, t_cross)
cross_ratio = amp_t[nx, 0] / amp_t[0, ny]
assert abs(cross_ratio - 1) < 0.05  # box modes lie slightly off the peaks

# Brute-force scan of the wavevector plane for random coefficients.
rng = np.random.default_rng(7)
pairs = 0
counts = {"parallel": 0, "perpendicular": 0, "none": 0}
while pairs < 40:
    nu = rng.uniform(0.1, 1.0, 2) * rng.choice([-1, 1], 2)
    if abs(nu[0] - nu[1]) < 0.05:
        continue  # near ties cannot be resolved on a finite scan
    pairs += 1
    diff = rng.uniform(1, 20)
    q = np.linspace(0, 2 * np.sqrt(np.abs(nu).max() / (2 * diff)), 401)
    table = growth(q[:, None], q[None, :], nu[0], nu[1], diff, diff)
    i, j = np.unravel_index(np.argmax(table), table.shape)
    if nu.min() > 0:
        assert i == 0 and j == 0
        counts["none"] += 1
        continue
    if nu[0] < nu[1]:
        assert i > 0 and j == 0
        counts["parallel"] += 1
    else:
        assert i == 0 and j > 0
        counts["perpendicular"] += 1
    assert abs(table[i, j] / axis_peak(nu.min(), diff)[1] - 1) < 1e-3
assert min(counts.values()) > 0

# Equal negative coefficients: no direction is preferred.
angles = np.linspace(0, np.pi, 37)
ring = growth(qx_a * np.cos(angles), qx_a * np.sin(angles), ax, ax)
assert np.ptp(ring) < 1e-12


def direction(mode):
    return "parallel" if mode[1] == 0 else "perpendicular"


print(f"Isotropic diffusion coefficient K = {K:.1f} nm^4/s")
print(f"Drift coefficient c = {DRIFT:.1f} nm/s")
print(f"Simulation box side = {BOX:.0f} nm, grid {N} x {N}")
print(f"A: nu_x = {ax:.2f}, nu_y = {ay:.2f} nm^2/s")
print(f"A: x-axis peak wavenumber = {qx_a:.4f} nm^-1")
print(f"A: x-axis peak wavelength = {2*np.pi/qx_a:.1f} nm")
print(f"A: x-axis peak growth rate = {sx_a:.3e} s^-1")
print(f"A: y-axis peak wavenumber = {qy_a:.4f} nm^-1")
print(f"A: y-axis peak wavelength = {2*np.pi/qy_a:.1f} nm")
print(f"A: y-axis peak growth rate = {sy_a:.3e} s^-1")
print(f"A: growth-rate curvature at y-axis saddle = {tilt:.3f} nm^2/s")
print(f"A: evolution time = {time_a:.0f} s")
print(f"A: x-mode amplification, formula = {np.exp(sx_a*time_a):.1f}")
print(f"A: y-mode amplification, formula = {np.exp(sy_a*time_a):.2f}")
print(f"A: simulated dominant box mode (x, y) = {mode_a}")
print(f"A: simulated wavevector direction = {direction(mode_a)}")
print(f"A: simulated wavelength = {BOX/mode_a[0]:.1f} nm")
print(f"A: simulated growth rate = {rate_a:.3e} s^-1")
print(f"A: initial power ratio, y mode to x mode = {power_ratio:.0f}")
print(f"A: overtaking time = {t_cross:.0f} s")
print(f"A: simulated x/y amplitude ratio then = {cross_ratio:.3f}")
print(f"B: nu_x = {bx:.2f}, nu_y = {by:.2f} nm^2/s")
print(f"B: predicted wavenumber = {q_b:.4f} nm^-1")
print(f"B: predicted wavelength = {2*np.pi/q_b:.1f} nm")
print(f"B: predicted growth rate = {s_b:.3e} s^-1")
print(f"B: evolution time = {time_b:.0f} s")
print(f"B: simulated dominant box mode (x, y) = {mode_b}")
print(f"B: simulated wavevector direction = {direction(mode_b)}")
print(f"B: simulated wavelength = {BOX/mode_b[1]:.1f} nm")
print(f"B: simulated growth rate = {rate_b:.3e} s^-1")
print(f"C: nu_x = {cx:.2f}, nu_y = {cy:.2f} nm^2/s")
print(f"C: evolution time = {time_c:.0f} s")
print(f"C: largest simulated amplitude factor = {largest_c:.3f}")
print(f"D: nu_x = {ax:.2f}, nu_y = {ay:.2f} nm^2/s")
print(f"D: K_x = {Kx_d:.0f}, K_y = {Ky_d:.0f} nm^4/s")
print(f"D: x-axis peak growth rate = {sx_d:.3e} s^-1")
print(f"D: y-axis peak growth rate = {sy_d:.3e} s^-1")
print(f"D: evolution time = {time_d:.0f} s")
print(f"D: simulated dominant box mode (x, y) = {mode_d}")
print(f"D: simulated wavevector direction = {direction(mode_d)}")
print(f"Random coefficient pairs scanned = {pairs}")
print(f"Scan: parallel = {counts['parallel']}, "
      f"perpendicular = {counts['perpendicular']}, none = {counts['none']}")
print("no test failed")
```

Printed output:

```
Isotropic diffusion coefficient K = 10.0 nm^4/s
Drift coefficient c = 0.2 nm/s
Simulation box side = 360 nm, grid 48 x 48
A: nu_x = -0.30, nu_y = -0.10 nm^2/s
A: x-axis peak wavenumber = 0.1225 nm^-1
A: x-axis peak wavelength = 51.3 nm
A: x-axis peak growth rate = 2.250e-03 s^-1
A: y-axis peak wavenumber = 0.0707 nm^-1
A: y-axis peak wavelength = 88.9 nm
A: y-axis peak growth rate = 2.500e-04 s^-1
A: growth-rate curvature at y-axis saddle = 0.400 nm^2/s
A: evolution time = 2000 s
A: x-mode amplification, formula = 90.0
A: y-mode amplification, formula = 1.65
A: simulated dominant box mode (x, y) = (7, 0)
A: simulated wavevector direction = parallel
A: simulated wavelength = 51.4 nm
A: simulated growth rate = 2.250e-03 s^-1
A: initial power ratio, y mode to x mode = 100
A: overtaking time = 1151 s
A: simulated x/y amplitude ratio then = 1.000
B: nu_x = 0.20, nu_y = -0.10 nm^2/s
B: predicted wavenumber = 0.0707 nm^-1
B: predicted wavelength = 88.9 nm
B: predicted growth rate = 2.500e-04 s^-1
B: evolution time = 10000 s
B: simulated dominant box mode (x, y) = (0, 4)
B: simulated wavevector direction = perpendicular
B: simulated wavelength = 90.0 nm
B: simulated growth rate = 2.498e-04 s^-1
C: nu_x = 0.20, nu_y = 0.10 nm^2/s
C: evolution time = 2000 s
C: largest simulated amplitude factor = 0.939
D: nu_x = -0.30, nu_y = -0.10 nm^2/s
D: K_x = 120, K_y = 10 nm^4/s
D: x-axis peak growth rate = 1.875e-04 s^-1
D: y-axis peak growth rate = 2.500e-04 s^-1
D: evolution time = 2000 s
D: simulated dominant box mode (x, y) = (0, 4)
D: simulated wavevector direction = perpendicular
Random coefficient pairs scanned = 40
Scan: parallel = 17, perpendicular = 16, none = 7
no test failed
```
